# The WKB exponent of a trapezoidal barrier and its rectangular limit

## Definitions and conventions

An insulating layer occupies $0\le x\le t$ between two electrodes. An electron of energy $E$ arrives from the left. The voltage across the layer itself is $V\ge 0$, with the right side at the higher electrostatic potential. The elementary charge $q$ is positive, so the electron's potential energy falls by $qV$ from $x=0$ to $x=t$. In a gate stack $V$ is not the full gate voltage, part of which drops elsewhere.

The barrier height $\phi$ is an energy, measured at $x=0$ from the electron's energy $E$ to the top of the barrier. With a uniform field,

$$U(x)-E=\phi-\frac{qVx}{t},\qquad 0\le x\le t. \tag{1}$$

Plotted against $x$, this is a trapezoid with sides $\phi$ and $\phi-qV$. Tunnelling is called direct when the electron stays below the barrier through the whole layer, that is, when $qV<\phi$.

The effective mass is $m$ in the layer and $m_c$ in both electrodes. The decay constant in the layer and the WKB exponent are

$$\kappa(x)=\frac{\sqrt{2m(\phi-qVx/t)}}{\hbar},\qquad S=2\int_0^t\kappa(x)\,dx. \tag{2}$$

The factor 2 appears because $S$ describes a probability, the square of an amplitude. The transmission $T$ is the transmitted particle flux divided by the incident flux.

**Assumptions.** The layer has one parabolic band and no trapped charge, so the field is uniform. Image-force rounding of the barrier is neglected. The motion is along $x$, without transverse momentum, and the energy is conserved. The interfaces are abrupt, and the potential is constant within each electrode. The two electrodes are identical, with the same band offset to the layer, so the electron's kinetic energy is larger by $qV$ on the right than on the left.

## Theorem

For $0<qV\le\phi$,

$$S=\frac{4\sqrt{2m}\,t}{3\hbar qV}\left[\phi^{3/2}-(\phi-qV)^{3/2}\right], \tag{3}$$

and as $V\to0$ at fixed $\phi$, $t$ and $m$,

$$S\to S_0=\frac{2t\sqrt{2m\phi}}{\hbar}. \tag{4}$$

For $qV<\phi$, a thick barrier and a slowly varying $\kappa$, the transmission is $T\simeq P\,e^{-S}$, where the prefactor $P$ is given in Lemma 2.

The two lemmas show why the integral in (2) governs tunnelling. Equations (3) and (4) then follow from evaluating it.

## Lemma 1: the WKB functions

In the layer, the Schrödinger equation $-(\hbar^2/2m)\psi''+U\psi=E\psi$ becomes $\psi''=\kappa^2\psi$. Its approximate solutions are

$$\psi_\pm=\kappa^{-1/2}\exp\left(\pm\int_0^x\kappa\,dx'\right), \tag{5}$$

provided that $\varepsilon=|\kappa'|/\kappa^2$ is small.

**Proof.** Let $F=\psi'/\psi$. Then $\psi''/\psi=F'+F^2$, and the equation reads $F'+F^2=\kappa^2$. If $\kappa$ were constant, $F=\pm\kappa$ would solve it. For a slowly varying $\kappa$, put $F=\pm\kappa+F_1$:

$$\pm\kappa'+F_1'\pm2\kappa F_1+F_1^2=0.$$

The terms $F_1'$ and $F_1^2$ are of higher order in the slow variation. Dropping them gives $F_1=-\kappa'/(2\kappa)$ for both signs. Integrating $F=\pm\kappa-\kappa'/(2\kappa)$ gives $\ln\psi=\pm\int\kappa\,dx-\tfrac12\ln\kappa$ up to a constant, which is (5).

To see what was neglected, insert this $F$ in full:

$$F'+F^2=\kappa^2+\frac{3\kappa'^2}{4\kappa^2}-\frac{\kappa''}{2\kappa}.$$

The terms $\pm\kappa'$ have cancelled. Here $\kappa^2$ is linear in $x$, so its second derivative vanishes: $2\kappa'^2+2\kappa\kappa''=0$, or $\kappa''=-\kappa'^2/\kappa$. Therefore

$$\frac{\psi_\pm''}{\psi_\pm}=\kappa^2\left(1+\frac54\varepsilon^2\right). \tag{6}$$

The functions (5) solve an equation close to the required one when $\varepsilon\ll1$. $\square$

**Remark on the size of the error.** Differentiating $\kappa^2$ gives $2\kappa\kappa'=-2mqV/(\hbar^2t)$, so

$$\varepsilon(x)=\frac{mqV}{\hbar^2t\,\kappa^3(x)}. \tag{7}$$

Since $\kappa$ decreases along the layer, $\varepsilon$ is largest at the exit. The local error in (6) is of order $\varepsilon^2$, but it accumulates. To leading order it changes $\kappa$ by $\tfrac58\kappa\varepsilon^2$. Using $dx=-d\kappa/(\varepsilon\kappa^2)$ and $\varepsilon\propto\kappa^{-3}$,

$$\int_0^t\frac58\kappa\varepsilon^2dx=\frac58\int_{\kappa(t)}^{\kappa(0)}\frac{\varepsilon}{\kappa}\,d\kappa=\frac5{24}\left[\varepsilon(t)-\varepsilon(0)\right].$$

The slope corrections at the two interfaces, neglected in Lemma 2, are also of first order in $\varepsilon$. At fixed voltage the relative error in the transmission therefore falls with thickness as $1/t$, like $\varepsilon(t)$ and not like $\varepsilon^2(t)$. The entry and exit contributions have opposite signs, so $\varepsilon(t)$ is an upper scale rather than an estimate. At fixed thickness they cancel to leading order as $V\to0$, and for a thick layer the error then falls as $V^2$.

## Lemma 2: the transmission of a thick barrier

Let $v_1,v_2$ be the electron's velocities $\hbar k/m_c$ in the left and right electrodes, and let $w_1=\hbar\kappa(0)/m$ and $w_2=\hbar\kappa(t)/m$. For $e^{-S}\ll1$ and $\varepsilon\ll1$,

$$T\simeq P e^{-S},\qquad P=\frac{16\,v_1w_1v_2w_2}{(v_1^2+w_1^2)(v_2^2+w_2^2)}. \tag{8}$$

**Proof.** At each interface $\psi$ and $\psi'/m$ are continuous, with the local mass in the second condition. This makes the particle flux $(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$ continuous.

On the left, $\psi=e^{ik_1x}+re^{-ik_1x}$. Just inside the layer a thick barrier leaves the decaying function alone, with amplitude $c$; the wave reflected from the far side returns weaker by a factor of order $e^{-S}$. Its slope is $-\kappa(0)c$, apart from a relative correction of order $\varepsilon$. The two conditions are

$$1+r=c,\qquad iv_1(1-r)=-w_1c.$$

Substituting $r=c-1$ gives $2iv_1=c(iv_1-w_1)$, hence

$$|c|^2=\frac{4v_1^2}{v_1^2+w_1^2}.$$

By (5), the decaying function reaches the exit with amplitude $d=c\sqrt{\kappa(0)/\kappa(t)}\,e^{-S/2}$. There it produces a reflected part $d\rho$, which grows with $x$, and a transmitted wave of amplitude $\tau$:

$$d(1+\rho)=\tau,\qquad -w_2d(1-\rho)=iv_2\tau.$$

Since $d\rho=\tau-d$, the second condition becomes $-w_2(2d-\tau)=iv_2\tau$, or $\tau(w_2-iv_2)=2w_2d$. Thus

$$|\tau|^2=\frac{4w_2^2}{v_2^2+w_2^2}|d|^2.$$

The incident amplitude is 1, so the flux ratio is $T=(v_2/v_1)|\tau|^2$. Inserting $|d|^2$, $|c|^2$ and $\kappa(0)/\kappa(t)=w_1/w_2$ gives (8). $\square$

The number $e^{-S}$ is therefore not the transmission itself. Because $2vw\le v^2+w^2$, each interface contributes a factor $4vw/(v^2+w^2)\le2$, so $P\le4$. At fixed voltage $P$ does not depend on $t$; the thickness enters (8) through $S$.

## Proof of the theorem

**The exponent.** From (2),

$$S=\frac{2\sqrt{2m}}{\hbar}\int_0^t\sqrt{\phi-\frac{qVx}{t}}\,dx.$$

Let $u=\phi-qVx/t$, so that $dx=-(t/qV)\,du$. The limits $x=0$ and $x=t$ become $u=\phi$ and $u=\phi-qV$. The minus sign is absorbed by exchanging them:

$$S=\frac{2\sqrt{2m}\,t}{\hbar qV}\int_{\phi-qV}^{\phi}u^{1/2}du
=\frac{2\sqrt{2m}\,t}{\hbar qV}\cdot\frac23\left[\phi^{3/2}-(\phi-qV)^{3/2}\right].$$

This is (3).

**The limit.** At $V=0$ both the bracket and the denominator in (3) vanish. The common factor can be removed before taking the limit. Put $a=\sqrt\phi$ and $b=\sqrt{\phi-qV}$. Then

$$qV=a^2-b^2=(a-b)(a+b),$$

$$\phi^{3/2}-(\phi-qV)^{3/2}=a^3-b^3=(a-b)(a^2+ab+b^2).$$

For $V>0$ the factor $a-b$ is nonzero and cancels:

$$S=\frac{4\sqrt{2m}\,t}{3\hbar}\,\frac{a^2+ab+b^2}{a+b}. \tag{9}$$

This form is continuous at $V=0$. There $b=a$, and the fraction is $3a^2/(2a)=3\sqrt\phi/2$. The result is

$$S_0=\frac{4\sqrt{2m}\,t}{3\hbar}\cdot\frac{3\sqrt\phi}{2}=\frac{2t\sqrt{2m\phi}}{\hbar},$$

which is (4), and equals $2\kappa t$ for a barrier of constant height $\phi$. The transmission statement is Lemma 2. $\square$

## Corollary: how the limit is approached

Let $y=qV/\phi$. Taking $\phi^{3/2}$ out of the bracket in (3) and dividing by $S_0$,

$$\frac S{S_0}=\frac{2}{3y}\left[1-(1-y)^{3/2}\right]. \tag{10}$$

The binomial series is $(1-y)^{3/2}=1-\tfrac32y+\tfrac38y^2+\tfrac1{16}y^3+O(y^4)$. Hence

$$\frac S{S_0}=1-\frac y4-\frac{y^2}{24}+O(y^3). \tag{11}$$

The voltage lowers the exponent, because it lowers the barrier everywhere beyond the entry.

**When the rectangular formula is good enough.** A small relative change of $S$ may still be a large change of $e^{-S}$. To first order $S_0-S\simeq S_0y/4$, so the exponential is enhanced by $\exp(S_0qV/4\phi)$. Replacing $S$ by $S_0$ in the exponential requires

$$qV\ll\frac{4\phi}{S_0}, \tag{12}$$

which is stricter than $qV\ll\phi$ when $S_0$ is well above 4. This condition concerns the exponential only. The prefactor $P$ depends on $V$ through $v_2$ and $w_2$. For a slow incident electron, $v_1\ll w_1$, using the zero-voltage transmission also requires $qV$ to be small compared with the electron's kinetic energy in the left electrode.

**Comparison with a barrier of mean height.** A rectangle of height $\phi-qV/2$ has the exponent $S_{\rm mean}=S_0\sqrt{1-y/2}$. The square root is a concave function, so the mean of $\sqrt u$ over the layer is below the square root of the mean of $u$. Therefore $S<S_{\rm mean}$ for $V>0$. Since $\sqrt{1-y/2}=1-y/4-y^2/32+O(y^3)$,

$$S_{\rm mean}-S=S_0\left[\frac{y^2}{96}+O(y^3)\right]. \tag{13}$$

The mean-height rectangle is correct to first order in voltage and underestimates $e^{-S}$ beyond it.

## Remark: the zero-voltage transmission without WKB

At $V=0$ the Schrödinger equation can be solved in closed form, which checks the prefactor as well as the exponent. Now $v_1=v_2=v$, $w_1=w_2=w$ and $\kappa$ is constant. The solution in the layer that joins the outgoing wave of amplitude $\tau$ at $x=t$ is

$$\psi=\tau\left[\cosh\kappa(t-x)-\frac{iv}{w}\sinh\kappa(t-x)\right].$$

At $x=t$ it has the value $\tau$ and satisfies $\hbar\psi'/m=iv\tau$, as required. At $x=0$ the incident amplitude is $\tfrac12[\psi+\hbar\psi'/(imv)]$, because the reflected wave cancels from this combination. Setting it to 1 and writing $\theta=\kappa t=S_0/2$,

$$1=\tau\left[\cosh\theta+\frac i2\left(\frac wv-\frac vw\right)\sinh\theta\right].$$

The velocities are equal, so $T=|\tau|^2$. With $\cosh^2\theta=1+\sinh^2\theta$ and $1+\tfrac14(w/v-v/w)^2=\tfrac14(w/v+v/w)^2$,

$$T=\left[1+\left(\frac{v^2+w^2}{2vw}\right)^2\sinh^2\theta\right]^{-1}. \tag{14}$$

For a thick layer $\sinh^2\theta\simeq e^{S_0}/4$ and the 1 is negligible. Then $T\simeq16v^2w^2e^{-S_0}/(v^2+w^2)^2$, in agreement with (8) at $V=0$. For a layer so thin that $S_0$ is not large, (14) must be kept.

A nonzero $T$ at $V=0$ does not imply a net current: in equilibrium the fluxes in the two directions balance.

## Remark: the upper end of the voltage range

At $qV=\phi$ the barrier is a triangle, and (10) gives $S=\tfrac23S_0$. The exponent is finite, but $\kappa(t)=0$, so $\varepsilon(t)$ diverges. Formula (8) fails there: its prefactor tends to zero with $w_2$, a consequence of using the WKB functions at a turning point.

For $qV>\phi$ the electron emerges from the barrier at $x=t\phi/(qV)$, inside the layer. The integral over $u$ then ends at zero, and the exponent is $4\sqrt{2m}\,t\phi^{3/2}/(3\hbar qV)$. This is the Fowler–Nordheim exponent, which joins (3) continuously at $qV=\phi$.

## Worked example

Two model layers are compared at $V=1$ V. The electrodes have the free-electron mass $m_0$, and the electron's kinetic energy is 0.2 eV on the left, hence 1.2 eV on the right.

**Reference layer:** relative permittivity 4, $t=1.5$ nm, $\phi=3$ eV, $m=0.5\,m_0$. With $2m_0/\hbar^2=26.2468\ \mathrm{eV^{-1}nm^{-2}}$,

$$\frac{\sqrt{2m}}\hbar=\sqrt{26.2468\times0.5}=3.623\ \mathrm{eV^{-1/2}nm^{-1}}.$$

Equation (3), evaluated with unrounded values, gives

$$S=\frac{4\times3.623\times1.5}{3\times1}\,(5.196-2.828)=17.15.$$

The decay constant falls from 6.275 to 5.123 nm$^{-1}$ across the layer. The rectangular exponent is $S_0=2\times1.5\times6.275=18.82$. The difference of 1.67 looks modest, but it raises the exponential by a factor of 5.3.

For the prefactor, a common factor in all velocities cancels, so their squares may be replaced by energy over relative mass: $v_1^2\to0.2$, $w_1^2\to6$, $v_2^2\to1.2$, $w_2^2\to4$. Then

$$P=\frac{16\sqrt{0.2\times6\times1.2\times4}}{6.2\times5.2}=1.19.$$

With $e^{-S}=3.55\times10^{-8}$, (8) gives $T=4.22\times10^{-8}$. Direct numerical integration of the Schrödinger equation agrees to about 0.1%. The parameter $\varepsilon(t)=0.033$ sets the expected scale of the error; the actual error is smaller here.

**High-k layer:** relative permittivity 20, $\phi=1.5$ eV, $m=0.2\,m_0$. Capacitance per area is proportional to permittivity over thickness, so equal capacitance requires $t=1.5\times20/4=7.5$ nm. Now $\sqrt{2m}/\hbar=2.291\ \mathrm{eV^{-1/2}nm^{-1}}$, and

$$S=\frac{4\times2.291\times7.5}{3\times1}\,(1.837-0.354)=33.99.$$

The rectangular exponent is 42.09. The same voltage is a larger fraction of this lower barrier, $y=2/3$ instead of $1/3$, and using $S_0$ would make the exponential too small by a factor of about 3300. The mean-height rectangle gives 34.37, an excess of 0.38, so it underestimates the exponential by a factor of about 1.5. The leading term of (13) gives an excess of only 0.19: at this voltage the higher terms matter.

Formula (8) gives $T=2.06\times10^{-15}$, and the numerical solution $2.04\times10^{-15}$. The difference is about 1%, with $\varepsilon(t)=0.082$. In numerical tests on both layers, at several voltages in the direct regime and up to three times the stated thicknesses, the error relative to (8) stayed below $\varepsilon(t)$, within a numerical allowance of $10^{-6}$.

**What the greater thickness gains.** At equal capacitance and zero voltage, (4) gives the ratio of exponents

$$\frac{S_0^{\rm high\text{-}k}}{S_0^{\rm ref}}=\frac{20}{4}\sqrt{\frac{0.2\times1.5}{0.5\times3}}=2.24.$$

The fivefold thickness outweighs the lower barrier and smaller mass. At 1 V the ratio is 1.98, reduced because the voltage takes a larger fraction of the lower barrier. The prefactors are nearly equal, so the exponents account for almost all of the ratio of transmissions, $2.1\times10^7$ in favour of the high-k layer. This is a comparison at one energy. A leakage current also requires a sum over occupied states, and traps would add paths that the model omits. Image-force rounding, also omitted, would lower both barriers and raise both transmissions. Because it acts in the exponent, it can change them by much more than the WKB error does, so the values describe the model and not a real gate stack. The same holds for the parabolic band, which overestimates $\kappa$ deep in a gap. With the two-band form $\kappa^2=(2m/\hbar^2)\,u\,(1-u/E_g)$, where $u=U-E$, and gaps of 9 eV and 5.8 eV, the exponents at 1 V would fall from 17.15 and 33.99 to about 14.6 and 30.8.

**Approach to the limit.** For the reference layer:

| $V$ (V) | $S$ | $S/S_0$ | series (11) |
|---|---|---|---|
| 3.00 | 12.55 | 0.6667 | 0.7083 |
| 1.00 | 17.15 | 0.9113 | 0.9120 |
| 0.10 | 18.67 | 0.9916 | 0.9916 |
| 0.01 | 18.81 | 0.9992 | 0.9992 |

The 3 V row is the mathematical end point of (3), not an operating condition: its field of 20 MV/cm is above what oxide layers normally withstand.

Condition (12) reads $V\ll4\times3/18.82=0.64$ V. At 0.1 V the exponent is still 0.16 below $S_0$, so the rectangular exponential is too small by a factor of 1.17, although $S$ itself has changed by less than 1%. At 0.01 V the corresponding factor is 1.02. The prefactor changes as well: at 0.1 V it is 1.22 times its zero-voltage value, so the transmission exceeds the zero-voltage one by a factor of 1.43, and at 0.01 V by 1.04. Further values are in the numerical output.

## Remark: a stack of two layers

If a thin interfacial layer lies beneath the high-k layer, the integral in (2) splits at their boundary and the exponents add. Each part has the form (3), with its own mass, thickness and voltage drop, and with $\phi$ replaced by the barrier height at its own entry side. Without charge at the boundary, the displacement field is continuous, so the voltage drops are in the ratio of thickness over permittivity. This sum applies while the electron's energy lies below the barrier in both layers. The prefactor changes as well, because there is a third interface.

## Table of computed values

```
2 m_e/hbar^2 = 26.2468 1/(eV nm^2)
Voltage across each layer = 1.0 V
Kinetic energy, injecting electrode = 0.2 eV
Electrode mass = 1.0 m_e
Reference layer: permittivity 4, t = 1.5 nm, phi = 3.0 eV, m = 0.5 m_e
  phi^1.5 = 5.1962 eV^1.5, (phi-qV)^1.5 = 2.8284 eV^1.5
  kappa at entry = 6.275 1/nm, at exit = 5.123 1/nm
  |kappa'|/kappa^2 at exit = 0.0325
  S trapezoid = 17.155, S by quadrature = 17.155
  S0 rectangle = 18.824, S/S0 = 0.9113
  S mean-height rectangle = 17.184, excess over S = 0.029
  exp(-S) = 3.546e-08, exp(-S0) = 6.683e-09
  exp(S0-S) = 5.31
  P = 1.1911, P exp(-S) = 4.224e-08
  T from Schroedinger equation = 4.220e-08
High-k layer: permittivity 20, t = 7.5 nm, phi = 1.5 eV, m = 0.2 m_e
  phi^1.5 = 1.8371 eV^1.5, (phi-qV)^1.5 = 0.3536 eV^1.5
  kappa at entry = 2.806 1/nm, at exit = 1.620 1/nm
  |kappa'|/kappa^2 at exit = 0.0823
  S trapezoid = 33.991, S by quadrature = 33.991
  S0 rectangle = 42.091, S/S0 = 0.8075
  S mean-height rectangle = 34.367, excess over S = 0.377
  exp(-S) = 1.730e-15, exp(-S0) = 5.249e-19
  exp(S0-S) = 3.3e+03
  P = 1.1913, P exp(-S) = 2.061e-15
  T from Schroedinger equation = 2.039e-15
S0 ratio, high-k/reference = 2.236
S ratio at 1.0 V, high-k/reference = 1.981
T ratio at 1.0 V, reference/high-k = 2.07e+07
Reference layer, approach to the rectangular limit:
  V = 3.00 V: S = 12.5491, S/S0 = 0.66667, 1-y/4-y^2/24 = 0.70833
  V = 2.00 V: S = 15.2011, S/S0 = 0.80755, 1-y/4-y^2/24 = 0.81481
  V = 1.00 V: S = 17.1548, S/S0 = 0.91134, 1-y/4-y^2/24 = 0.91204
  V = 0.50 V: S = 18.0161, S/S0 = 0.95710, 1-y/4-y^2/24 = 0.95718
  V = 0.10 V: S = 18.6660, S/S0 = 0.99162, 1-y/4-y^2/24 = 0.99162
  V = 0.01 V: S = 18.8080, S/S0 = 0.99917, 1-y/4-y^2/24 = 0.99917
  V -> 0: S0 = 18.8237
```
